# Why Parallel Electric and Magnetic Fields Change Axial Charge: test program

```python
# Result under test: for a massless Dirac fermion of charge q (|q| = e) in
# parallel uniform fields E and B, the axial density n5 = (N_R - N_L)/V obeys
#     d n5/dt = e^2 E B / (2 pi^2 hbar^2)      (hbar = 1 in natural units),
# because lowest-Landau-level states cross zero energy.
# N_R, N_L: net numbers of right- and left-handed fermions; V: volume.
# Weyl Hamiltonians: H_R = c sigma.pi, H_L = -c sigma.pi, pi = p - qA.
import numpy as np
import sympy as sp
from scipy.linalg import eigh_tridiagonal
from scipy.constants import e, h, hbar, c, pi

# --- Exact moving lowest-level spinor (hbar = c = 1, qB > 0) ---------------
x, y, z, t, ky, kz, force = sp.symbols("x y z t k_y k_z force", real=True)
qB = sp.symbols("qB", positive=True)


def pi_x(f):
    return -sp.I * sp.diff(f, x)


def pi_y(f):
    return -sp.I * sp.diff(f, y) - qB * x * f


def pi_z(f):
    return -sp.I * sp.diff(f, z) + force * t * f


for chirality in (1, -1):
    phase = chirality * (kz * t + force * t**2 / 2)
    up = sp.exp(sp.I * (ky * y + kz * z - phase) - qB * (x - ky / qB)**2 / 2)
    upper = chirality * pi_z(up) - sp.I * sp.diff(up, t)
    lower = chirality * (pi_x(up) + sp.I * pi_y(up))
    assert sp.simplify(upper / up) == 0
    assert sp.simplify(lower / up) == 0

# --- Transverse part of (sigma.pi)^2 for each spin, by finite differences --
b_test, ky_test = 1.0, 0.5
grid = np.linspace(-10, 10, 801)
step = grid[1] - grid[0]
spectra = {}
for spin in (1, -1):
    diagonal = 2 / step**2 + (ky_test - b_test * grid)**2 - spin * b_test
    off_diagonal = -np.ones(len(grid) - 1) / step**2
    spectra[spin] = eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                                     select="i", select_range=(0, 3))
# tolerance: second-order grid error
assert np.allclose(spectra[1], 2 * b_test * np.arange(4), atol=5e-3)
assert np.allclose(spectra[-1], 2 * b_test * np.arange(1, 5), atol=5e-3)

# --- Regularized charge with fixed occupations and inserted flux a ---------
labels = np.arange(-40000, 40000)
eps = 1e-3
cutoffs = {"exponential": lambda u: np.exp(-u),
           "gaussian": lambda u: np.exp(-u**2)}


def regularized_charge(a, chirality, cutoff):
    occupied = (labels < 0) if chirality == 1 else (labels >= 0)
    return np.sum((occupied - 0.5) * cutoff(eps * np.abs(labels + a)))


fluxes = (0.5, 0.75, 1.5, 2.25)
charge_table = []
for a in fluxes:
    row = [a]
    for cutoff in cutoffs.values():
        q_right = regularized_charge(a, 1, cutoff)
        q_left = regularized_charge(a, -1, cutoff)
        # tolerance: corrections vanish with eps
        assert abs(q_right - (a - 0.5)) < 2e-3
        assert abs(q_left - (0.5 - a)) < 2e-3
        row += [q_right, q_left]
    charge_table.append(row)

# --- Lattice Weyl Hamiltonian on a magnetic torus (hbar = spacing = 1) -----
# H = sin(pi_x) s_x + sin(pi_y) s_y + (2 - cos pi_x - cos pi_y - cos k_z) s_z
# Right-handed node at k_z = +pi/2, left-handed node at k_z = -pi/2.
side = 10
s_x = np.array([[0, 1], [1, 0]], complex)
s_y = np.array([[0, -1j], [1j, 0]])
s_z = np.diag([1.0, -1.0]).astype(complex)


def negative_levels(k, flux_quanta):
    b = 2 * pi * flux_quanta / side**2
    hop_x = np.zeros((side**2, side**2), complex)
    hop_y = np.zeros_like(hop_x)
    for i in range(side):
        for j in range(side):
            here = i * side + j
            wrap = np.exp(1j * b * side * j) if i == side - 1 else 1.0
            hop_x[here, ((i + 1) % side) * side + j] = wrap
            hop_y[here, i * side + (j + 1) % side] = np.exp(-1j * b * i)
    dag_x, dag_y = hop_x.conj().T, hop_y.conj().T
    mass = ((2 - np.cos(k)) * np.eye(side**2)
            - (hop_x + dag_x + hop_y + dag_y) / 2)
    ham = (np.kron(s_x, (hop_x - dag_x) / 2j)
           + np.kron(s_y, (hop_y - dag_y) / 2j) + np.kron(s_z, mass))
    return int(np.sum(np.linalg.eigvalsh(ham) < 0))


crossing_table = []
for quanta in (1, 2, 3, -2):
    below, above = negative_levels(0.0, quanta), negative_levels(pi, quanta)
    crossing_table.append((quanta, below, above, below - above))
    assert below - above == quanta

# Electric pulse: every k_z moves by `shift` grid steps, occupations carried.
lat_quanta, n_z, shift = 3, 24, 4
k_grid = -pi + 2 * pi * (np.arange(n_z) + 0.5) / n_z
sea = np.array([negative_levels(k, lat_quanta) for k in k_grid])
excess = np.roll(sea, shift) - sea
lat_right = int(excess[k_grid > 0].sum())
lat_left = int(excess[k_grid < 0].sum())
lat_qB = 2 * pi * lat_quanta / side**2
lat_impulse = 2 * pi * shift / n_z          # qE times pulse duration
lat_formula = lat_qB * lat_impulse * side**2 * n_z / (2 * pi**2)
assert lat_right + lat_left == 0
assert abs((lat_right - lat_left) - lat_formula) < 1e-9

# --- Worked example in SI units --------------------------------------------
B, E, length, quanta_box, n_cross = 2.0, 100.0, 1e-6, 100, 10
orbital_density = e * B / h
area = quanta_box / orbital_density
volume = area * length
crossing_time = h / (e * E * length)
duration = n_cross * crossing_time
spacing_eV = h * c / length / e
landau_eV = c * np.sqrt(2 * hbar * e * B) / e
rate = e**2 * E * B / (2 * pi**2 * hbar**2)


def crossings(charge, field, chirality):
    k_start = 2 * pi * (np.arange(-60, 60) + 0.5) / length
    k_end = k_start + charge * field * duration / hbar
    slope = chirality * np.sign(charge * B)
    start, end = slope * k_start, slope * k_end
    return int(np.sum((start < 0) & (end > 0)) - np.sum((start > 0) & (end < 0)))


gain_right = quanta_box * crossings(e, E, 1)
gain_left = quanta_box * crossings(e, E, -1)
axial_gain = gain_right - gain_left
predicted_gain = rate * volume * duration
assert abs(axial_gain - predicted_gain) < 1e-6 * predicted_gain
reversed_gain = quanta_box * (crossings(e, -E, 1) - crossings(e, -E, -1))
negative_gain = quanta_box * (crossings(-e, E, 1) - crossings(-e, E, -1))
assert reversed_gain == -axial_gain and negative_gain == axial_gain

# Natural-unit formula, with eB and eE as squared energies, converted to SI
eB_eV2 = e * B * hbar * c**2 / e**2
eE_eV2 = e * E * hbar * c / e**2
rate_eV4 = eB_eV2 * eE_eV2 / (2 * pi**2)
rate_converted = rate_eV4 * e**4 / ((hbar * c)**3 * hbar)
assert abs(rate_converted / rate - 1) < 1e-10

# --- Output ----------------------------------------------------------------
print("Transverse (sigma.pi)^2 in units of hbar*qB, finite differences:")
print("  spin up  :", " ".join(f"{abs(v):.3f}" for v in spectra[1]))
print("  spin down:", " ".join(f"{v:.3f}" for v in spectra[-1]))
print("Regularized charges (flux a; exponential R, L; gaussian R, L):")
for row in charge_table:
    print("  " + "  ".join(f"{v:6.3f}" for v in row))
print("Lattice 10 x 10: flux quanta, negative levels at k_z=0, at pi, drop:")
for row in crossing_table:
    print("  ", *row)
print(f"Lattice pulse: flux quanta {lat_quanta}, k_z points {n_z}, steps {shift}")
print(f"  change of N_R: {lat_right}, change of N_L: {lat_left}")
print(f"  axial change counted: {lat_right - lat_left}")
print(f"  axial change from formula: {lat_formula:.6f}")
print(f"Example: B = {B:.1f} T, E = {E:.0f} V/m, L = {length * 1e6:.1f} um")
print(f"Orbitals per area eB/h: {orbital_density * 1e-12:.2f} per um^2")
print(f"Flux quanta in box: {quanta_box}")
print(f"Cross-section: {area * 1e12:.5f} um^2")
print(f"Volume: {volume * 1e18:.5f} um^3")
print(f"Level spacing hc/L: {spacing_eV:.4f} eV")
print(f"First Landau level at p_z = 0: {landau_eV:.3f} eV")
print(f"Time per crossing h/(eEL): {crossing_time * 1e12:.3f} ps")
print(f"Duration of {n_cross} crossings: {duration * 1e12:.2f} ps")
print(f"Change of N_R: {gain_right}, change of N_L: {gain_left}")
print(f"Axial change counted: {axial_gain}")
print(f"Axial change from formula: {predicted_gain:.4f}")
print(f"Axial change, E reversed: {reversed_gain}")
print(f"Axial change, charge reversed: {negative_gain}")
print(f"One-chirality rate: {rate / 2 * 1e-30:.4f} per um^3 per ps")
print(f"Axial rate: {rate * 1e-30:.4f} per um^3 per ps")
print(f"Axial rate in SI: {rate:.4e} per m^3 per s")
print(f"Natural units: eB = {eB_eV2:.4e} eV^2, eE = {eE_eV2:.4e} eV^2")
print(f"Axial rate in natural units: {rate_eV4:.4e} eV^4")
print("PASS")
```

Running it gives:

```
Transverse (sigma.pi)^2 in units of hbar*qB, finite differences:
  spin up  : 0.000 2.000 3.999 5.999
  spin down: 2.000 4.000 5.999 7.999
Regularized charges (flux a; exponential R, L; gaussian R, L):
   0.500   0.000  -0.000   0.000   0.000
   0.750   0.250  -0.250   0.250  -0.250
   1.500   1.000  -1.000   1.000  -1.000
   2.250   1.749  -1.749   1.750  -1.750
Lattice 10 x 10: flux quanta, negative levels at k_z=0, at pi, drop:
   1 101 100 1
   2 102 100 2
   3 103 100 3
   -2 98 100 -2
Lattice pulse: flux quanta 3, k_z points 24, steps 4
  change of N_R: 12, change of N_L: -12
  axial change counted: 24
  axial change from formula: 24.000000
Example: B = 2.0 T, E = 100 V/m, L = 1.0 um
Orbitals per area eB/h: 483.60 per um^2
Flux quanta in box: 100
Cross-section: 0.20678 um^2
Volume: 0.20678 um^3
Level spacing hc/L: 1.2398 eV
First Landau level at p_z = 0: 15.383 eV
Time per crossing h/(eEL): 41.357 ps
Duration of 10 crossings: 413.57 ps
Change of N_R: 1000, change of N_L: -1000
Axial change counted: 2000
Axial change from formula: 2000.0000
Axial change, E reversed: -2000
Axial change, charge reversed: 2000
One-chirality rate: 11.6933 per um^3 per ps
Axial rate: 23.3867 per um^3 per ps
Axial rate in SI: 2.3387e+31 per m^3 per s
Natural units: eB = 1.1831e+02 eV^2, eE = 1.9733e-05 eV^2
Axial rate in natural units: 1.1828e-04 eV^4
PASS
```
